Drive-level capacitance density and the deep states it counts

**1. The situation**

The thin-film solar cell considered here is a junction between a heavily doped n-type window and a p-type absorber. Its capacitance tells how much charge the absorber uncovers when the voltage changes. If the absorber has deep gap states, that charge has several sources. Free holes move at once, some gap states release their holes within a cycle of the test signal, and others need many cycles. Ordinary capacitance-voltage (C-V) analysis mixes them, because slow states follow the bias steps even if they cannot follow the test signal.

Drive-level capacitance profiling varies the amplitude of the test signal instead. The questions are which density follows from the first two coefficients of capacitance against amplitude, and which states it contains.

**2. Conventions and assumptions**

The junction has area A and lies at x = 0. The absorber, of permittivity ε, fills x > 0. The band bending ψ(x) is positive downward and zero in the bulk, and U = ψ(0). The net negative charge density has magnitude ρ, the field has magnitude F, and Q is the magnitude of the total space charge. Reverse voltage counts as positive.

The modulation runs from a fixed forward extreme into reverse by the peak-to-peak amplitude P. As P grows, the mean bias must therefore move into reverse by P/2. The capacitance is C = δQ/P, where δQ is the charge added between the two extremes, and

C = C0 + C1 P + C2 P² + …

A gap state at energy E above the valence band emits its hole at the rate ν exp(−E/kT). It responds if this rate exceeds the angular frequency ω, that is, if E lies below

E_e = kT ln(ν/ω).

The threshold is soft: where the Fermi level crosses the state, capture equals emission and the relaxation rate is twice the emission rate, which shifts the threshold by kT ln 2.

Four assumptions enter:

- the absorber is uniform from the response edge (defined below) inward;
- the n side takes up negligible voltage, and electrons in the absorber carry negligible charge;
- every state is clearly faster or clearly slower than ω;
- the charge in the slow states is the same at every amplitude.

Section 7 shows what happens when the last one fails.

**3. Band bending as a moment of the charge**

Poisson's equation is ψ″ = ρ/ε. Since the field vanishes in the bulk,

F(x) = (1/ε) ∫ₓ^∞ ρ dx′.

Integrating F from 0 to ∞ and exchanging the order of integration gives

U = (1/ε) ∫₀^∞ x ρ dx.

In the bulk the Fermi level (under bias, the quasi-Fermi level of the holes) lies E_F0 above the valence band. Toward the junction this distance grows to E_F0 + ψ. At the response edge x_e it equals E_e, so the band bending there is fixed (energies in eV, potentials in V):

ψ_e = E_e − E_F0.

Nearer the junction, the Fermi level crosses states too slow to respond. Beyond x_e it crosses responding states alone. Let F_e be the field at x_e. Writing x = x_e + (x − x_e) in the outer part of the moment gives

U = (1/ε) ∫₀^{x_e} x ρ dx + x_e F_e + ψ_e.

The last term is the moment of the outer charge about x_e, which is the band bending at x_e.

**4. What a voltage swing does**

Let the voltage move into reverse by P. The outer profile depends on ψ alone, because everything in it responds and the material is uniform. It therefore shifts rigidly inward by some distance δ, keeping F_e and ψ_e. The charge at x < x_e stays as it was.

Between x_e and x_e + δ a new layer appears. The band bending there now exceeds ψ_e, but states deeper than E_e cannot emit in time, so the density stays at its value at the edge, ρ_e. The added charge is

δQ = A ρ_e δ.

The new band bending is

U + P = (1/ε) ∫₀^{x_e} x ρ dx + (1/ε) ∫_{x_e}^{x_e+δ} x ρ_e dx + (x_e + δ) F_e + ψ_e.

Subtracting the old expression removes the frozen integral and ψ_e. The layer integral is ρ_e (x_e δ + δ²/2)/ε, so

P = (F_e + ρ_e x_e/ε) δ + ρ_e δ²/(2ε).

The frozen charge has cancelled, whatever its profile. It can still influence C0 by changing where x_e lies.

**5. The two coefficients**

Put δ = δQ/(Aρ_e):

P = a δQ + b δQ²,

a = (x_e + εF_e/ρ_e)/(εA),  b = 1/(2εA²ρ_e).

Now insert δQ = C0 P + C1 P² + C2 P³ + … and compare powers of P:

- order P: a C0 = 1, so C0 = 1/a;
- order P²: a C1 + b C0² = 0, so C1 = −b C0³;
- order P³: a C2 + 2b C0 C1 = 0, so C2 = −2b C0² C1 = 2C1²/C0.

The first line gives a mean response depth,

εA/C0 = x_e + εF_e/ρ_e.

The second contains one unknown, ρ_e. Solving for it gives the drive-level density

N_DL = ρ_e/q = −C0³/(2 q ε A² C1).

C1 is negative, so N_DL is positive. The factor 2 comes from the δ²/2 in the moment of the new layer. The third line is a consistency condition on peak-to-peak data; section 8 gives the factor by which a bridge reading of C2 differs.

**6. Why responding deep states are included**

The bulk is neutral, so its fixed charge, including the charge in gap states, is net negative with density p0, the free-hole density. Going from the bulk to x_e changes two things. The free holes leave, which uncovers p0. The states between E_F0 and E_e pass below the Fermi level and lose their holes. Losing a hole makes a state more negative by one elementary charge, whether it is donor-like or acceptor-like. With g(E) the density of states per volume and energy,

N_DL = p0 + ∫ g(E) dE, from E_F0 to E_e.

This holds when ψ_e is several kT, so that free holes at x_e are negligible. The deep states enter because the new layer is charged by everything that empties within the cycle.

Two limits help. If no state lies between E_F0 and E_e, then N_DL = p0. If the junction bends the bands by less than ψ_e, nothing is frozen. Then x_e = 0, and the upper limit of the integral becomes E_F0 + U, provided that the Fermi level at the junction stays far from every state during the swing. Otherwise the charge density there changes with voltage, and the formula no longer gives it. A distance of 4kT is not enough: with both levels of section 9 responding and U = 0.26 V, the formula gives 9.3×10¹⁵ cm⁻³ where the density is 7.0×10¹⁵ cm⁻³.

At fixed temperature, lowering the frequency raises E_e, and dN_DL/dE_e = g(E_e). As long as the states beyond E_e stay held, a frequency scan thus gives the density of states, smeared over a few kT. If they settle during the reading, the step produced by a level is smaller than its density; in section 10 it falls short by about a fifth.

**7. When slow states do not stay put**

*Ordinary C-V.* After a bias step and a wait, the slow states have followed too, and the whole profile shifts by δ. The band bending grows by dU = F(0) δ and the mean response depth by δ. Since C0 = εA/depth,

dC0/dU = −C0²/(εA F(0)).

The C-V density is therefore

N_CV = −C0³/(q ε A² dC0/dU) = C0 F(0)/(qA).

Suppose one slow level of density N2 has lost its holes at x < x₂. Then εF(0)/q = N_DL·(εA/C0) + N2 x₂, and

N_CV = N_DL + N2 x₂ C0/(εA).

C-V thus overstates the responding density here. If nothing is frozen, x₂ = 0 and the two agree.

*Small amplitude, long wait.* If P is far below kT/q and the slow states have time to settle, they follow the mean bias, which moves by P/2. Then C1 = ½ dC0/dU, and the drive-level formula returns N_CV. Fixing the forward extreme does not by itself exclude the slow states.

*Large amplitude, long wait.* Capture needs free holes, whose density varies as exp(−ψ/kT), so it is strongest at the forward extreme. A settled slow state responds to the cycle average of this factor, which defines an effective band bending

ψ_eff = −kT ln⟨exp(−ψ/kT)⟩.

Let the local band bending be ψ_f + (s/2)(1 − cos θ). For s ≪ kT, ψ_eff = ψ_f + s/2. For s ≫ kT, expanding about the forward extreme turns the average into a Gaussian integral:

⟨exp(−(s/2kT)(1 − cos θ))⟩ ≈ (1/2π) ∫ exp(−sθ²/4kT) dθ = (πs/kT)^(−1/2),

ψ_eff ≈ ψ_f + (kT/2) ln(πs/kT).

The slope with respect to s falls from 1/2 to kT/(2s). The slow states become pinned near the forward extreme, but incompletely.

**8. What a bridge reads**

A capacitance bridge measures the fundamental of a sinusoid. Let v = (P/2)(1 + c) with c = −cos θ, and δQ = C0 v + C1 v² + C2 v³. The fundamental part of c² is zero and that of c³ is (3/4)c. Hence v² contributes (P²/4)·2 and v³ contributes (P³/8)(3 + 3/4). Dividing by the voltage amplitude P/2 gives

C_bridge = C0 + C1 P + (15/16) C2 P² + …

C1 is unchanged, so the density formula stands. If the mean bias were fixed instead, with the slow charge also fixed, v would be (P/2)c. The quadratic term would then have no fundamental, and the linear coefficient would vanish. This is why the mean bias must move with P.

**9. Worked example**

The numbers are rough values for a Cu(In,Ga)Se2 cell at 250 K, where kT = 21.5 meV. The relative permittivity is 12, so ε = 1.0625×10⁻¹² F/cm, and p0 = 4×10¹⁵ cm⁻³. Level 1 lies at 0.34 eV with N1 = 3×10¹⁵ cm⁻³, level 2 at 0.52 eV with N2 = 4×10¹⁵ cm⁻³. At the forward extreme U = 0.90 + 0.50 = 1.40 V. E_e is 0.408 eV at 1 kHz and 0.259 eV at 1 MHz. Level 1 should therefore count at 1 kHz and not at 1 MHz, and level 2 at neither.

Poisson's equation was solved numerically with thermal occupation of the levels. With the slow states held and P between 20 and 200 mV, the 1 kHz capacitance gives C0 = 22.876 nF/cm² and C1 = −5.022 nF/cm²/V. Per unit area,

N_DL = (2.2876×10⁻⁸)³ / (2 × 1.602×10⁻¹⁹ × 1.0625×10⁻¹² × 5.022×10⁻⁹) = 7.00×10¹⁵ cm⁻³ = 7.00×10²¹ m⁻³.

The expected p0 + N1 is 7.00×10¹⁵ cm⁻³. The fitted C2 is 2.19 nF/cm²/V², against 2.20 from 2C1²/C0.

At 1 MHz, C0 = 19.053 nF/cm² and C1 = −5.069 nF/cm²/V, so N_DL = 4.01×10¹⁵ cm⁻³, close to p0. C1 hardly differs between the two frequencies. For these parameters the change in density comes almost entirely through C0³.

Three further tests bear on the argument.

- A frozen layer of 2×10¹⁶ cm⁻³, 100 nm thick, was added at the junction. C0 rose to 24.12 nF/cm², while N_DL stayed at 7.00×10¹⁵ cm⁻³.
- Level 1 was followed in time with its own emission and capture, level 2 being held, over one cycle begun from equilibrium at the forward extreme. A parabola fitted to amplitudes of 50 to 200 mV gave 7.05×10¹⁵ cm⁻³ at 1 kHz, 4.15×10¹⁵ cm⁻³ at 1 MHz and 4.09×10¹⁵ cm⁻³ at 10 MHz (4.05×10¹⁵ cm⁻³ with level 1 held), so in that first cycle the trap is counted or missed according to its rate.
- The sinusoidal fundamental gave a C2 ratio of 0.9376, against 15/16 = 0.9375.

The curvature matters in the fit. A straight line through the same 1 kHz data gives 7.65×10¹⁵ cm⁻³, 9% above the proper result, because its slope is that near the middle of the range, not at P = 0.

**10. The example with settled slow states**

The C-V density at 1 kHz is 9.08×10¹⁵ cm⁻³. With settled slow states and amplitudes of 2 to 6 mV, the drive-level formula gives the same 9.08×10¹⁵ cm⁻³, as section 7 predicts.

With amplitudes of 100 to 300 mV it gives 8.25×10¹⁵ cm⁻³. The excess over 7.00×10¹⁵ has fallen from 2.08×10¹⁵ to 1.25×10¹⁵ cm⁻³, so 60% of it remains. About 0.12×10¹⁵ cm⁻³ of this is an error of the parabola fitted to these amplitudes: held slow states, fitted in the same way, give 7.12×10¹⁵ cm⁻³. Pinning is weak for two reasons.

First, the swing at the slow level is smaller than P. The added field is P/(εA/C0) throughout the frozen region, so s = P(1 − x₂C0/(εA)). From N_CV, x₂C0/(εA) = 2.08/4 = 0.52, hence s = 0.48P. At P = 200 mV this is 96 mV, and the slope of ψ_eff is kT/s = 0.22 of its small-amplitude value.

Second, the fit extrapolates to P = 0. A parabola matched to ln P at P_m, in slope and curvature, has slope 1/P_m + P_m/P_m² = 2/P_m at zero, twice the local one. This raises the estimate to about 0.45 of the small-amplitude shift in C1. The computed C1 keeps 0.65 of that shift, which corresponds to the 60% found for the density. About 0.07 of this is the parabola error noted above, so settling itself accounts for 0.58. The estimate is low mainly because s/kT is only about 4.5, where the large-swing formula is approximate: the exact cycle average, fitted with a parabola over the same amplitudes, gives 0.62.

At 1 MHz level 1 is slow as well. Its emission time is 1/(1.46×10⁵ s⁻¹) ≈ 7 µs, about seven cycles, so a normal bridge reading sees it settled. The result for 100 to 300 mV is then 5.82×10¹⁵, not 4.01×10¹⁵ cm⁻³. The difference between the two settled readings is 2.43×10¹⁵ cm⁻³, 19% below N1. These figures take the occupation of a slow level as constant within a cycle. Following both levels in time to a periodic steady state gives 8.28×10¹⁵ cm⁻³ at 1 kHz and 5.91×10¹⁵ cm⁻³ at 1 MHz, a difference of 2.37×10¹⁵ cm⁻³, 21% below N1.

**11. Beside a real cell**

Hole densities of 10¹⁵ to 10¹⁶ cm⁻³ and absorbers about 2 µm thick are typical, roughly, of Cu(In,Ga)Se2 cells. Two sharp levels are a simplification, since real gap states are often spread in energy. Of the departures computed here, settling of slow states moves the result most: +16% at 1 kHz and +42% at 1 MHz for amplitudes of 100 to 300 mV, relative to held slow states fitted in the same way. For level 2, with an emission time of 29 ms, a reading much shorter than this, begun from equilibrium at the forward extreme, would avoid most of the shift. Non-uniform doping breaks the rigid shift of the profile, and its effect was not computed.

The other effects are smaller at 250 K:

- **Window depletion.** A window of doping N_D and equal permittivity adds 1/(2εA²qN_D) to b, so 1/N_apparent = 1/N_DL + 1/N_D. For N_D = 5×10¹⁷ cm⁻³ the result is 6.90×10¹⁵ cm⁻³, 1.4% low.
- **Series resistance.** A resistance R in series lowers the measured parallel capacitance by the factor 1/(1 + (ωRC)²). For 1 Ω cm² at 1 MHz, ωRC = 0.12, a reduction of 1.4%. The density changes by only 0.02%, because the changes in C0³ and C1 almost cancel.
- **Field-assisted emission.** If level 1 is charged after losing its hole, the Poole-Frenkel effect lowers its barrier by 26 meV at the field where the level is crossed and speeds emission 3.3 times in the one-dimensional estimate (about 1.7 times when averaged over directions). It remains fast at 1 kHz and slow at 1 MHz. Direct tunnelling from the level, with an exponent of 67 for a light mass of 0.1 m_e even at the peak field against 15.8 for thermal emission, is negligible. Thermally assisted tunnelling, estimated for a triangular barrier at the field where level 1 is crossed, speeds emission by a factor of 1.4 for a mass of 0.1 m_e and 1.2 for 0.7 m_e, which does not change this classification.

Temperature matters more. At 300 K and 1 kHz, E_e rises to 0.499 eV, within kT of level 2. That level is then neither clearly fast nor clearly slow, and N_DL no longer has the sharp meaning of section 6.

Computed results

```
temperature 250 K, kT/q 21.54 mV, relative permittivity 12
p0 4.00e+15, N1 3.00e+15, N2 4.00e+15 cm^-3
level energies above E_V: 0.34 and 0.52 eV
valence-band density 1.141e+19 cm^-3, attempt rate 1.042e+12 1/s
bulk Fermi level above E_V 0.1714 eV
emission rates: level 1 1.458e+05 1/s, level 2 3.428e+01 1/s
E_e at 1 kHz 0.408 eV, at 1 MHz 0.259 eV
built-in 0.90 V, reverse bias at forward peak 0.50 V
slow states held, 1 kHz: amplitude (mV), capacitance (nF/cm^2)
     20  22.7760
     50  22.6299
     80  22.4873
    110  22.3483
    140  22.2126
    170  22.0801
    200  21.9506
C0 22.8756 nF/cm^2, C1 -5.0215 nF/cm^2/V
C2 2.1921, 2*C1^2/C0 2.2046 nF/cm^2/V^2
N_DL 1 kHz 7.002e+15 cm^-3 = 7.002e+21 m^-3
p0 + N1 7.000e+15 cm^-3
1 MHz: C0 19.0533 nF/cm^2, C1 -5.0689 nF/cm^2/V
N_DL 1 MHz, slow states held 4.008e+15 cm^-3
difference of the two N_DL 2.994e+15 cm^-3
N_DL 1 kHz from straight-line fit 7.654e+15 cm^-3
mean response depth eps/C0 464.5 nm
x_e + eps F_e/rho_e 464.6 nm, with x_e 282.9 nm
added frozen layer: 2.0e+16 cm^-3 over 100 nm, takes up 0.151 V
with frozen layer: C0 24.1213 nF/cm^2, N_DL 7.002e+15 cm^-3
sinusoid over peak-to-peak: C1 ratio 1.0000, C2 ratio 0.9376
N_CV from C-V slope 9.079e+15, from C0 F(0)/q 9.081e+15 cm^-3
settled slow states, 2-6 mV, 1 kHz: 9.080e+15 cm^-3
settled slow states, 100-300 mV, 1 kHz: 8.252e+15 cm^-3
settled slow states, 100-300 mV, 1 MHz: 5.820e+15 cm^-3
trap kinetics: 1 kHz 7.050e+15, 10 MHz 4.090e+15 cm^-3
window doping 5.0e+17 cm^-3: apparent N_DL 6.905e+15 cm^-3
peak field 0.0636 MV/cm, field at level 1 crossing 0.0138 MV/cm
Poole-Frenkel lowering 25.8 meV, rate factor 3.30
tunnelling exponent 67.3 (mass 0.1 m_e), thermal exponent 15.8
degeneracy p0/N_V 3.51e-04
omega R C at 1 MHz for 1 ohm cm^2: 0.120
absorber thickness 2000 nm
E_e at 300 K and 1 kHz 0.499 eV
```
